Bias Nonlinearity of Symmetric Crested Tunnel Barriers for Crossbar Selectors

**1. Result and its range**

A tunnel barrier of width d has its greatest height φ_c at the centre and a smaller height φ_e > 0 at both edges. A bias energy V tilts it. For a triangular crest the maximum then becomes

M(V) = φ_c − V/2, for 0 ≤ V ≤ 2(φ_c − φ_e),

whereas the maximum of a rectangular barrier stays at its emitter edge and is not lowered.

Let exp(−S) be the WKB transmission at the emitter Fermi level. For 0 < V ≤ φ_e,

−dS/dV (crest) > −dS/dV (rectangle)

holds for a rectangle of the same width in each of two comparisons:

- A: the rectangle has the same peak height φ_c.
- B: the rectangle has the same exponent S at zero bias.

The restriction on V matters, since both orderings can reverse at larger bias. The inequality concerns the exponent; the current also has a prefactor, which can cancel a small advantage in a thin barrier.

In a crossbar read with the half-bias scheme, the selected cell receives V and the other cells on its two lines receive V/2. The useful measure of nonlinearity is therefore J(V)/J(V/2), where J is the current density. Here V is the energy drop across the selector barrier alone, without any drop in a memory element in series.

**2. Model and conventions**

The algebra uses atomic units, with ħ = e = 1. Position is t = x/d, from 0 at the emitter to 1 at the collector. Energies are measured from the emitter Fermi level. The barrier seen by an electron of normal energy E is

φ(t) − Vt − E.

The crest is continuous and symmetric, φ(1−t) = φ(t), does not fall on the way from an edge to the centre, and is not constant. One mass m applies throughout. Temperature is zero, transverse momentum is conserved, the emitter band is deep, and image forces and charge in the barrier are left out.

In the forbidden region the decay constant is κ = √(2m(φ − Vt − E)). The WKB probability contains the square of the amplitude, hence a factor 2 in the exponent:

S(E,V) = 2∫κ dx = 2Λ ∫₀¹ √(φ − Vt − E)₊ dt, Λ = √(2m) d.

The subscript + means that negative arguments are replaced by zero. S(V) without an energy argument means E = 0.

**3. How the maximum moves**

For the triangular crest put Δ = φ_c − φ_e. Then

φ = φ_e + 2Δt for t ≤ 1/2,
φ = φ_e + 2Δ(1−t) for t ≥ 1/2.

After tilting, the slopes in t are 2Δ − V on the left and −2Δ − V on the right. The right slope is negative. The left slope is positive while V < 2Δ, so the maximum stays at t = 1/2, where the tilt has removed V/2. For V > 2Δ both slopes are negative and the maximum sits at the emitter edge with height φ_e. Thus

M(V) = max(φ_e, φ_c − V/2).

A rounded top moves. Take φ = φ_c − Δu², with u = 2t − 1. Since t = (1+u)/2, the tilted barrier is

φ_c − Δu² − V/2 − Vu/2.

Its derivative vanishes when −2Δu − V/2 = 0, so u = −V/(4Δ). The two u-dependent terms contribute −V²/(16Δ) + V²/(8Δ), and

M(V) = φ_c − V/2 + V²/(16Δ), for V ≤ 4Δ.

At the upper limit u = −1: the maximum has reached the emitter edge and M = φ_e.

The initial rate 1/2 holds for any crest with a single central maximum. Let t* be the position of the tilted maximum. The value at the centre gives M ≥ φ_c − V/2, and φ(t*) ≤ φ_c gives M ≤ φ_c − Vt*. Therefore

t* ≤ (φ_c − M)/V ≤ 1/2.

As V → 0, t* → 1/2 and the lowering per unit bias tends to 1/2.

**4. The logarithmic slope**

For V ≤ φ_e we have φ − Vt ≥ φ_e − V ≥ 0, so the whole barrier is forbidden at E = 0. Differentiating the square root gives −t/(2√(φ − Vt)), and with the factor 2Λ

L(V) ≡ −dS/dV = Λ ∫₀¹ t/√(φ − Vt) dt.

At V = φ_e the integrand may diverge at t = 1, but no faster than (1−t)^(−1/2), so the integral exists.

The response to energy at zero bias is

τ ≡ −∂S/∂E = Λ ∫₀¹ φ^(−1/2) dt.

Since φ is symmetric, t may be replaced by 1−t in L(0). The average of the two forms has weight 1/2, so

L(0) = τ/2.

**5. Comparison A: equal peak height**

Here the rectangle has height φ_c. Wherever φ < φ_c,

t/√(φ − Vt) > t/√(φ_c − Vt) for t > 0.

Integration gives L_crest > L_A for 0 ≤ V ≤ φ_e. The crest is also more transparent at zero bias, so this comparison changes the current level as well as its nonlinearity.

**6. Comparison B: equal zero-bias exponent**

Let s(t) = √φ(t). Equal exponents at V = 0 require the rectangle to have height s_r², with

s_r = ∫₀¹ s dt.

Because the crest is not constant, s_r² > φ_e ≥ V.

Consider the integrand of L as a function of s at fixed t:

f(s) = t(s² − Vt)^(−1/2).

Its derivatives are

f′ = −ts(s² − Vt)^(−3/2),
f″ = −t(s² − Vt)^(−3/2) + 3ts²(s² − Vt)^(−5/2)
 = t(2s² + Vt)(s² − Vt)^(−5/2) > 0.

A convex function lies above its tangent. Taking the tangent at s_r,

f(s) ≥ f(s_r) − W(t)(s − s_r), W(t) = t s_r(s_r² − Vt)^(−3/2).

It remains to show that the last term does not reduce the integral. Write W = s_r t g, with g = (s_r² − Vt)^(−3/2). Then

W″ = s_r(2g′ + tg″),
g′ = (3/2)V(s_r² − Vt)^(−5/2) ≥ 0,
g″ = (15/4)V²(s_r² − Vt)^(−7/2) ≥ 0.

So W is convex in t. Since s − s_r is symmetric, W may be replaced under the integral by

W̄(t) = [W(t) + W(1−t)]/2.

This function is convex and symmetric, so it does not decrease as one moves away from the centre. In the same direction s − s_r does not increase. As its mean is zero, it changes sign at some distance from the centre. Let W̄₀ be the value of W̄ there. Inside, W̄ ≤ W̄₀ and s ≥ s_r; outside, both inequalities are reversed. Hence

(W̄ − W̄₀)(s − s_r) ≤ 0 everywhere.

Integrating and using ∫(s − s_r)dt = 0 gives ∫W(s − s_r)dt ≤ 0. The tangent inequality then yields L_crest ≥ L_B. It is strict because f is strictly convex for t > 0 and s differs from s_r over part of the barrier.

In both comparisons, integration of L gives

S(0) − S(V) = ∫₀^V L(V′)dV′,
S(V/2) − S(V) = ∫_(V/2)^V L(V′)dV′.

Both are larger for the crest when V ≤ φ_e. The slope ordering was also tested numerically on randomly drawn symmetric crests.

**7. Size of the effect for a triangular crest**

Put a = √φ_c and b = √φ_e. On each half of the barrier φ runs linearly between b² and a², so an average over t is an average over height y:

s_r = [1/(a²−b²)] ∫ √y dy = (2/3)(a³−b³)/(a²−b²)
 = (2/3)(a²+ab+b²)/(a+b),

∫₀¹φ^(−1/2)dt = 2(a−b)/(a²−b²) = 2/(a+b).

For the rectangles, τ_A = Λ/a and τ_B = Λ/s_r. Therefore

τ_crest/τ_A = 2a/(a+b),
τ_crest/τ_B = 2s_r/(a+b) = (4/3)(a²+ab+b²)/(a+b)².

Using 4(a²+ab+b²) = 3(a+b)² + (a−b)², the second ratio becomes

τ_crest/τ_B = 1 + (1/3)[(a−b)/(a+b)]².

Both ratios tend to 1 when b → a. When b → 0 they tend to 2 and 4/3, but the range V ≤ φ_e covered by the proof then shrinks to zero.

**8. From the exponent to the current**

Counting both spins, the current density is an integral over momentum of velocity times transmission. With v_z dk_z = dE and d²k_⊥ = 2πm dE_⊥, the prefactor is 2·2πm/(2π)³ = m/(2π²). At normal energy E < 0, the emitter supplies transverse energies up to −E. Those below −V − E are cancelled by the reverse flow from the collector. The remaining interval has length min(−E,V), so

J = (m/2π²) ∫_(−∞)^0 min(−E,V) exp[−S(E,V)] dE.

At small bias, keep the first-order changes of the exponent:

S(E,V) ≈ S₀ − τE − τV/2, S₀ = S(0).

With y = −E the required integral is

∫₀^V y e^(−τy)dy + V∫_V^∞ e^(−τy)dy
 = [1 − (1+τV)e^(−τV)]/τ² + Ve^(−τV)/τ
 = [1 − e^(−τV)]/τ².

Multiplication by exp(−S₀ + τV/2) gives

J ≈ (m/π²τ²) exp(−S₀) sinh(τV/2).

Since sinh(2z) = 2 sinh z cosh z,

J(V)/J(V/2) ≈ 2cosh(τV/4).

The ratio tends to 2 in the ohmic limit, and a larger τ raises it. This form requires the second-order changes of S to be small over the bias and over the energies that carry the current.

At finite V < φ_e, for a wide barrier, the same integral can be used with the exponent linearised in E alone. Let τ_V = −∂S/∂E at E = 0. Then

J ≈ (m/2π²τ_V²) exp[−S(V)] [1 − exp(−τ_V V)].

For a fixed shape, S(V/2) − S(V) grows in proportion to d. The ratio τ_V/τ_(V/2) does not depend on d, and the last bracket tends to 1. At zero temperature, a strict advantage in the exponent therefore determines the ordering of the WKB current ratios once the barrier is wide enough. At room temperature this argument has a bound: the tunnelling exponent grows with d, whereas the thermal cost of a higher energy does not, so thermally excited electrons carry most of the current through a sufficiently wide barrier. For the barriers of section 10 at 300 K the change comes between 60 and 90 angstrom. In the crest these electrons at first tunnel through the narrow upper part rather than pass over the top. The crest's advantage does not end there, but its cause changes: when emission near the top dominates, J varies roughly as exp(−M/kT), so the crest ratio approaches exp(V/4kT), about 2·10³ at 0.8 eV, while a rectangle, whose maximum is not lowered, gains little. At 90 angstrom and 300 K the ratio is of order 10³ for the crest and of order 10 for both rectangles.

**9. What causes the gain**

For tunnelling at the Fermi level at zero temperature, the lowered maximum does not by itself explain the first-order gain. Exchange the edge and centre heights of the triangular crest to make a valley. Its heights occupy the same fractions of the width, so S₀ and τ are unchanged. Its maximum now lies at the emitter edge and is not lowered, yet its first-order slope τ/2 equals that of the crest. At this order the advantage over a rectangle comes mainly from the low parts of the barrier, which carry a large weight φ^(−1/2).

The arrangement of heights enters at second order. From

√(φ−Vt) = √φ − Vt/(2√φ) − V²t²/(8φ^(3/2)) + …

one obtains

S(V) = S₀ − τV/2 − KV² + …, K = (Λ/4)∫₀¹t²φ^(−3/2)dt.

Write t² = 1/4 + (t−1/2) + (t−1/2)². The middle term vanishes by symmetry and the first is equal for crest and valley. The last is larger for the crest, because its low parts lie at the edges, where (t−1/2)² is large.

**10. Worked example**

Take round model parameters: free-electron mass, φ_e = 1 eV, φ_c = 4 eV and d = 30 angstrom. The operating bias energy is 0.8 eV and half bias is 0.4 eV, both below φ_e. In these units √(2m)/ħ = 0.51232 eV^(−1/2) angstrom^(−1), so Λ = 15.370 eV^(−1/2).

The peak falls from 4 to 4 − 0.8/2 = 3.6 eV. A parabolic crest with the same edge and centre heights would have its peak at 3.613 eV.

With a = 2 and b = 1 in eV^(1/2),

s_r = (2/3)(4+2+1)/3 = 1.5556 eV^(1/2).

Rectangle B is thus 2.420 eV high. The zero-bias slope ratios are 4/3 against A and 1 + 1/27 = 1.037 against B. Against a rectangle of equal transparency, the first-order gain is small.

At 0.8 eV the crest has heights 1, 3.6 and 0.2 eV at its edge, centre and far edge. Each half contributes Λ times its mean square root, because the factor 2 in S cancels the half width:

S = 15.370·(2/3)[(3.6^(3/2)−1)/2.6 + (3.6^(3/2)−0.2^(3/2))/3.4]
 = 15.370·(1.4950 + 1.3218) = 43.29.

At zero bias S is 47.82, so the gain is 4.52. It is 3.18 for rectangle A and 4.20 for rectangle B.

Between half and full bias the crest exponent falls by 45.679 − 43.293 = 2.386. The exponential factor alone would give a current ratio of 10.9. The full WKB integral gives

crest: J(V)/J(V/2) = 9.49,
rectangle A: 5.03,
rectangle B: 8.10.

In this estimate, which leaves out the contact prefactor, the crest ratio is larger by a factor of 1.89 than in A and 1.17 than in B. The small advantage over B should not be relied on at this width: section 12 shows that abrupt contacts can cancel it. Even in the WKB estimate, about nine or ten half-selected cells would together carry as much current as the selected one. The exponent near 43 also means a very small current. The example shows the mechanism and is not a selector design.

The valley has a ratio of 8.72, between rectangle B and the crest. Its exponent gain is 4.380, against 4.524 for the crest. The second-order coefficients are K = 0.486 eV^(−2) for the crest and 0.380 eV^(−2) for the valley. Their difference contributes 0.107·0.8² = 0.068, about half the difference in gain; higher orders supply the rest.

**11. Where the ordering fails**

When V exceeds φ_e, an exit turning point enters the crest. The region beyond it is classically allowed and no longer contributes to L, although the weight t is largest there. The proof then no longer applies.

In the example the total gain S(0) − S(V) of the crest first falls below that of rectangle B at 2.34 eV, and below that of rectangle A at 4.57 eV. The slope L must have reversed earlier in each case: a difference of gains that starts positive can return to zero only after its derivative has become negative. The second reversal occurs while the maximum is still central, since the peak reaches the edge height at 6 eV. The exponent gain between half and full bias has also reversed by then: at the crossing the total gains at V are equal, while at V/2 the crest still had the larger one, so less is left for it to gain from V/2 to V. Continued peak lowering therefore does not guarantee a stronger nonlinearity. The slopes reverse at about 1.63 eV against B and 2.72 eV against A, and the WKB ratios J(V)/J(V/2) at about 2.3 and 3.8 eV. The fields differ: 4.57 eV across 30 angstrom means an average of about 15 MV/cm, which most insulators would not withstand, whereas the reversals against B lie at about 5 to 8 MV/cm.

**12. The contact prefactor**

Abrupt contacts add a prefactor to exp(−S). Let k_L and k_R be the wave numbers in the contacts, and κ_L and κ_R the decay constants at the two barrier edges. For a thick barrier with slowly varying κ, the matching conditions give these amplitude factors:

entry: 2k_L/(k_L + iκ_L),
inside: √(κ_L/κ_R) exp(−S/2),
exit: 2κ_R/(κ_R − ik_R).

The entry factor follows from 1 + r = B and ik_L(1−r) = −κ_L B, where r is the reflected amplitude and B the decaying one. The exit factor follows in the same way from a decaying and a reflected growing wave. Squaring the product and multiplying by the velocity ratio k_R/k_L gives

T ≈ 16k_Lκ_Lk_Rκ_R exp(−S)/[(k_L²+κ_L²)(k_R²+κ_R²)].

Let each contact band begin 5 eV below its own Fermi level. Then k_R² is proportional to 5 + V and κ_R² to φ(1) − V, in eV. Their sum is independent of V, so bias changes ln T through the prefactor by

δ = (1/2) ln{(5+V)[φ(1)−V]/[5φ(1)]}.

At 0.8 eV this is −0.73 for the crest, −0.13 for B and −0.04 for A. The low exit edge that helps the exponent also weakens the coupling to the collector.

A direct solution of the Schrödinger equation at 30 angstrom gives ln[T(V)/T(0)] = 4.07 for the crest, 3.15 for A and 4.08 for B. The crest keeps its advantage over A, but its advantage over B has vanished. The zero-temperature current integral with this exact transmission gives J(V)/J(V/2) = 7.63 for the crest, 4.95 for A and 7.62 for B, so the WKB value 9.49 for the crest is about a quarter too high. At 90 angstrom the values of ln[T(V)/T(0)] are 13.00, 9.52 and 12.48, and the crest leads both. This refers to electrons at the Fermi level, whose current at that width is of order 10⁻⁴⁹ A/cm²; at room temperature thermally excited electrons carry the current instead (section 8).

Adding δ to the WKB gain reproduces the direct values for both rectangles to about 0.002. For the crest at 30 angstrom it gives 3.79 instead of 4.07. There WKB is not justified at the exit edge. Differentiating κ² shows that |dκ/dx|/κ² is the height gradient divided by 2κ times the height. With a gradient of 6.8/30 eV per angstrom, a height of 0.2 eV and κ = 0.229 angstrom^(−1), this is about 2.5, whereas WKB needs it to be small.

The exponent can be tested apart from the contacts by subtracting the gains at two widths, which removes the width-independent prefactor. Between 80 and 160 angstrom at 0.4 eV, the direct increment is 5.689 for the crest, against 5.700 from WKB. For rectangle B both are 5.425 to within 0.001. The numerical output below lists the values at full printed precision.

Numbers as computed

```
C = sqrt(2m)/hbar: 0.51232 eV^-1/2 angstrom^-1
crest edge, centre: 1.00, 4.00 eV
width: 30.0 angstrom; contact depth: 5.0 eV
rectangle B height: 2.4198 eV
bias, half bias: 0.80, 0.40 eV
crest peak at bias: 3.600 eV
central peak ends at bias: 6.00 eV
parabolic crest peak at bias: 3.6133 eV
tau ratio crest/A, crest/B: 1.33333, 1.03704 (no unit)
crest: S(0), S(half), S(bias) = 47.8162, 45.6786, 43.2926 (no unit)
  tau(0), L(bias): 10.2463, 6.4436 eV^-1
  exponent gain S(0)-S(bias): 4.5236 (no unit)
  WKB J(bias)/J(half): 9.4903 (no unit)
rectangle A (equal peak): S(0), S(half), S(bias) = 61.4780, 59.9144, 58.2931 (no unit)
  tau(0), L(bias): 7.6848, 4.1319 eV^-1
  exponent gain S(0)-S(bias): 3.1849 (no unit)
  WKB J(bias)/J(half): 5.0332 (no unit)
rectangle B (equal exponent): S(0), S(half), S(bias) = 47.8162, 45.7820, 43.6137 (no unit)
  tau(0), L(bias): 9.8804, 5.6154 eV^-1
  exponent gain S(0)-S(bias): 4.2025 (no unit)
  WKB J(bias)/J(half): 8.1010 (no unit)
valley: S(0), S(half), S(bias) = 47.8162, 45.7019, 43.4359 (no unit)
  tau(0), L(bias): 10.2463, 5.8877 eV^-1
  exponent gain S(0)-S(bias): 4.3804 (no unit)
  WKB J(bias)/J(half): 8.7161 (no unit)
second-order gain coefficient, crest: 0.4862 eV^-2
second-order gain coefficient, valley: 0.3795 eV^-2
small-bias test at 0.20 eV: ratio 2.2743, cosh form 2.2683 (no unit)
reversal against A: 4.5706 eV
reversal against B: 2.3426 eV
direct ln[T(bias)/T(0)], 30 angstrom, crest: 4.0740 (no unit)
direct ln[T(bias)/T(0)], 30 angstrom, rectangle A (equal peak): 3.1479 (no unit)
direct ln[T(bias)/T(0)], 30 angstrom, rectangle B (equal exponent): 4.0778 (no unit)
direct ln[T(bias)/T(0)], 90 angstrom, crest: 12.9974 (no unit)
direct ln[T(bias)/T(0)], 90 angstrom, rectangle A (equal peak): 9.5175 (no unit)
direct ln[T(bias)/T(0)], 90 angstrom, rectangle B (equal exponent): 12.4816 (no unit)
gain increment 80 to 160 angstrom at 0.4 eV, crest: direct 5.6890, WKB 5.7004 (no unit)
gain increment 80 to 160 angstrom at 0.4 eV, rectangle B: direct 5.4245, WKB 5.4245 (no unit)
```
